# How much solid makes a Krieger-Dougherty slurry ten times as viscous as water?

**Question.** Rigid particles are dispersed in water, and their maximum packing fraction is 0.63. At what volume fraction of solids does the Krieger-Dougherty law give a slurry ten times as viscous as water? How does the answer scale with packing and particle shape, and how far do surface charge and aggregation move it?

**Answer.** For spheres the fraction is about 0.48. The law behind this figure is

$$\frac{\eta}{\eta_w}=\left(1-\frac{\phi}{\phi_m}\right)^{-q\phi_m},$$

where $\eta$ is the slurry viscosity, $\eta_w$ that of water at the same temperature, $\phi$ the volume fraction of solids and $\phi_m$ the fraction at which the packing jams. The intrinsic viscosity $q$ is the initial slope of $\eta/\eta_w$ against $\phi$. The question leaves $q$ open; I take the value for rigid spheres, $q=5/2$, derived below. The flow is slow enough for inertia to be negligible, and $\phi_m$ and $q$ are constants, so this model has no dependence on shear rate.

## Why crowding decides the answer

The dilute law is $\eta/\eta_w=1+q\phi$. Setting it equal to 10 gives $\phi=9/2.5=3.6$, more solid than the whole volume can hold. A tenfold rise therefore cannot come from independent particles. The estimate needs two ingredients: the effect of one sphere, and a rule for how crowding amplifies it.

## The effect of one sphere

Place a sphere of radius $a$ at the origin of a flow that would otherwise be $\mathbf E\cdot\mathbf x$, with $\mathbf E$ symmetric and traceless. A simple shear also contains a rotation, but a free sphere turns with it and adds no stress on that account. Define

$$Q=\mathbf x\cdot\mathbf E\cdot\mathbf x,\qquad g=\frac{Q}{r^5}.$$

The function $g$ is harmonic. Since $\nabla^2Q=2\,\mathrm{tr}\,\mathbf E=0$ and $\mathbf x\cdot\nabla Q=2Q$,

$$\nabla^2 g=2\nabla Q\cdot\nabla r^{-5}+Q\nabla^2r^{-5}=-\frac{20Q}{r^7}+\frac{20Q}{r^7}=0 .$$

The flow around the sphere is

$$\mathbf u=\mathbf E\cdot\mathbf x\left(1-\frac{a^5}{r^5}\right)-\frac52\,\mathbf x\,Q\left(\frac{a^3}{r^5}-\frac{a^5}{r^7}\right).$$

Both brackets vanish at $r=a$, so there is no slip, and far away $\mathbf u\to\mathbf E\cdot\mathbf x$. To check the equations of motion, use $\nabla g=2\mathbf E\cdot\mathbf x/r^5-5\mathbf xQ/r^7$ to write

$$\mathbf u=\mathbf E\cdot\mathbf x-\frac{a^5}{2}\nabla g-\frac{5a^3}{2}\,\mathbf x\,g .$$

The first term has zero divergence because $\mathbf E$ is traceless, the second because $g$ is harmonic. For the third, $g$ scales as $r^{-3}$, so $\nabla\cdot(\mathbf xg)=3g+r\,\partial_rg=3g-3g=0$. The liquid is incompressible, as required. The first two terms also have zero Laplacian, while $\nabla^2(\mathbf xg)=2\nabla g+\mathbf x\nabla^2g=2\nabla g$. Hence

$$\eta_w\nabla^2\mathbf u=-5\eta_wa^3\nabla g=\nabla p,\qquad p=-5\eta_wa^3\frac{Q}{r^5},$$

which is the Stokes equation, with pressure measured from its ambient value.

Next comes the force per area on the sphere. Let $\hat{\mathbf n}=\mathbf x/a$ on the surface. Because $\mathbf u=0$ all over the surface, velocity changes only along the normal there: $\partial_iu_j=\hat n_i\,\partial_ru_j$. Incompressibility then gives $\hat{\mathbf n}\cdot\partial_r\mathbf u=0$, and the traction reduces to $\mathbf t=-p\,\hat{\mathbf n}+\eta_w\partial_r\mathbf u$. At $r=a$ the first bracket of $\mathbf u$ has slope $5/a$ and the second has slope $-5/a^3+7/a^3=2/a^3$, so

$$\partial_r\mathbf u=5\,\mathbf E\cdot\hat{\mathbf n}-5\,\hat{\mathbf n}\,(\hat{\mathbf n}\cdot\mathbf E\cdot\hat{\mathbf n}),\qquad -p\,\hat{\mathbf n}=5\eta_w\hat{\mathbf n}\,(\hat{\mathbf n}\cdot\mathbf E\cdot\hat{\mathbf n}).$$

The normal parts cancel and leave $\mathbf t=5\eta_w\mathbf E\cdot\hat{\mathbf n}$. With $\oint\hat n_k\hat n_j\,dS=\tfrac{4\pi a^2}{3}\delta_{kj}$, the first moment of the traction is

$$S_{ij}=\oint t_ix_j\,dS=5\eta_wa\,E_{ik}\frac{4\pi a^2}{3}\delta_{kj}=\frac{20\pi}{3}\eta_wa^3E_{ij}.$$

This moment is the stress carried by the particle, integrated over its volume. With no net body force, $\partial_k\sigma_{ik}=0$ inside, so $\sigma_{ij}=\partial_k(\sigma_{ik}x_j)$, and the volume integral becomes the surface integral above. The viscous stress $2\eta_w\mathbf e$ of the liquid, with $\mathbf e$ the local strain rate, may be averaged over the whole volume, because $\mathbf e=0$ inside rigid particles. For $N$ spheres per volume, $N=3\phi/(4\pi a^3)$, the mean stress apart from pressure is

$$2\eta_w\mathbf E+N\mathbf S=2\eta_w\mathbf E+5\eta_w\phi\,\mathbf E=2\eta_w\left(1+\tfrac52\phi\right)\mathbf E .$$

To first order in $\phi$ each sphere feels the mean strain, so $q=5/2$. The radius has dropped out: at this order, equal volumes of fine and coarse spheres thicken water equally. A numerical integration of the surface stress for a general strain gave 2.500000.

## From one sphere to a crowded slurry

Now add the solids in small portions. Each portion meets a slurry that already has viscosity $\eta$, so it raises $\eta$ in proportion to $\eta$ itself. It also has less room than its nominal volume suggests, because part of the space is closed off by particles already present. The closure takes its effect to be enlarged by $1/(1-\phi/\phi_m)$:

$$\frac{d\eta}{\eta}=\frac{q\,d\phi}{1-\phi/\phi_m}.$$

This factor is an assumption. It equals 1 in the dilute limit and diverges at packing, but the Stokes equations have not been solved for many spheres to obtain it. Integrating from pure water,

$$\ln\frac{\eta}{\eta_w}=\int_0^\phi\frac{q\,d\phi'}{1-\phi'/\phi_m}=-q\phi_m\ln\left(1-\frac{\phi}{\phi_m}\right),$$

which is the Krieger-Dougherty law.

For a required ratio $R$, raise both sides of the law to the power $-1/(q\phi_m)$:

$$1-\frac{\phi^*}{\phi_m}=R^{-1/(q\phi_m)},\qquad \phi^*=\phi_m\left[1-R^{-1/(q\phi_m)}\right].$$

The exponent is $q\phi_m=2.5\times0.63=1.575$, and its reciprocal is 0.635. Thus

$$10^{-0.635}=0.232,\qquad \phi^*=0.63\,(1-0.232)=0.484 .$$

Multiplying up the effects of explicit portions of $10^{-6}$ in $\phi$ also reaches ten at 0.4840. That tests the integration and inversion, not the crowding assumption. The third digit is useful for comparing cases; as a prediction the result deserves two digits at most.

## How steeply the viscosity rises

The tenfold slurry still has 23% of its packing limit unused. Each further factor of ten multiplies this unused share by 0.232 again. A hundredfold viscosity therefore leaves $0.232^2=0.054$ and needs $\phi=0.63\times0.946=0.60$. The first factor of ten takes 0.48 of solids; the second takes only about 0.11 more.

The local sensitivity is

$$\frac{d\ln\eta}{d\phi}=\frac{q}{1-\phi/\phi_m}=\frac{2.5}{0.2318}=10.8$$

at the target, more than four times its dilute value. Adding 0.01 to the solids fraction raises the ratio from 10 to 11.2. Over a wider range, the model gives 1.31 at $\phi=0.10$, 4.89 at 0.40, 12.0 at 0.50 and 25.8 at 0.55.

The same steepness makes the inverse question forgiving. A 10% error in the required viscosity shifts the solids fraction by about $0.10/10.8=0.009$. Errors in $\phi_m$ and $q$ matter more. Write $s=R^{-1/(q\phi_m)}$. Differentiating $\phi^*=\phi_m(1-s)$ gives

$$\left.\frac{\partial\phi^*}{\partial\phi_m}\right|_q=1-s-\frac{s\ln R}{q\phi_m},\qquad \left.\frac{\partial\phi^*}{\partial q}\right|_{\phi_m}=-\frac{s\ln R}{q^2}.$$

The first is $0.768-0.339=0.43$. For small changes about 0.63, the answer moves by less than half of the change in $\phi_m$, because a larger $\phi_m$ at fixed $q$ also raises the exponent of the law. Packing fractions of 0.58 and 0.71 give targets of 0.461 and 0.516. The second derivative is $-0.085$ per unit of $q$. A finite increase to $q=3.5$, as a rough allowance for irregular grains, lowers the target to 0.408 with $\phi_m$ held at 0.63.

The closure carries an uncertainty of its own. The Maron-Pierce form replaces the exponent 1.575 by 2. With the same $\phi_m$ it gives 0.431. Its initial slope is $2/0.63=3.2$ instead of $2.5$, so it gives up the dilute limit for spheres. The difference of 0.05 between the two forms is a fairer measure of confidence than the digits of either.

## A charged polishing slurry

Consider round parameters in the regime of a concentrated aqueous polishing slurry of oxide abrasive: particle diameter 500 nm, solid density 2.2 g/cm³, zeta potential 40 mV in magnitude, 10 mM monovalent salt and 298.15 K. With water of density 0.997 g/cm³, the target by weight is

$$\frac{2.2\times0.484}{2.2\times0.484+0.997\times0.516}=0.674,$$

or 67 wt%. With $\eta_w=0.89$ mPa s, the slurry viscosity is 8.9 mPa s.

**Repulsion between double layers.** Charged particles keep apart and so act as larger spheres. To find the gap, let $\Psi$ be the electric potential in units of $kT/e$ and $n_0$ the number density of each ion. Near a flat wall the Poisson-Boltzmann equation is $\Psi''=\kappa^2\sinh\Psi$, with $\kappa^2=2n_0e^2/(\varepsilon kT)$ and $\varepsilon$ the permittivity of water. Multiplying by $\Psi'$ and integrating inward from the bulk gives $\Psi'=-2\kappa\sinh(\Psi/2)$ for a positive wall. It follows that

$$\frac{d}{dx}\ln\tanh\frac{\Psi}{4}=\frac{\Psi'}{2\sinh(\Psi/2)}=-\kappa,$$

so far from the wall $\Psi\simeq4\gamma e^{-\kappa x}$, with $\gamma=\tanh(e\zeta/4kT)$ if the zeta potential is taken as the wall potential. The sign of $\zeta$ does not affect the repulsion.

Between two walls a distance $h$ apart, add the two weak tails at the midplane: $\Psi_m\simeq8\gamma e^{-\kappa h/2}$. The field vanishes there by symmetry, so the pressure is the excess osmotic pressure of the ions,

$$P=2n_0kT(\cosh\Psi_m-1)\simeq n_0kT\Psi_m^2=64n_0kT\gamma^2e^{-\kappa h}.$$

For two spheres with $a\gg h$ and $a\gg1/\kappa$, the local gap at distance $\rho$ from the axis is $H=h+\rho^2/a$. Then $2\pi\rho\,d\rho=\pi a\,dH$, and the force is $\pi a\int_h^\infty P\,dH$. Integrating once more over separation gives the energy

$$V=\frac{64\pi a\,n_0kT\gamma^2}{\kappa^2}e^{-\kappa h}.$$

Here $1/\kappa=3.04$ nm, $\gamma=0.371$ and the prefactor is 384 $kT$. In very slow flow, thermal motion brings particles to about $V=kT$:

$$h=3.04\ln384\ \text{nm}=18.1\ \text{nm}.$$

Assigning half the gap to each particle, $\phi_{\rm eff}=\phi(1+h/2a)^3$. The effective fraction must reach 0.484, so

$$\phi=\frac{0.484}{(1+18.1/500)^3}=0.435 .$$

This counts only the larger effective volume. In slow flow, Brownian motion also adds a stress of its own, which is omitted here and would lower the target further.

Flow pushes particles closer. A drag of order $6\pi\eta a(a\dot\gamma)$ acting over a distance $a$ does work of order $6\pi\eta a^3\dot\gamma$. At a shear rate $\dot\gamma=100\ \text{s}^{-1}$ this is 6.4 $kT$ in water and 64 $kT$ in the tenfold slurry. Equating $V$ to the latter would give $h=5.5$ nm and a target of 0.468, the "sheared" entries in the output, but that overstates the push. Without inertia the work is dissipated, not stored, and the approach stops where the repulsive force $\kappa V$ balances the drag. That balance reads $V=6\pi\eta a^3\dot\gamma/(\kappa a)$, smaller by $\kappa a=82$. At 100 s⁻¹ it gives $V=0.78\,kT$ and $h=3.04\ln(384/0.78)\ \text{nm}=18.9$ nm, about the thermal gap, so the target stays near 0.44. At $10^4\ \text{s}^{-1}$ it gives $h=4.9$ nm and a target of 0.47. This estimate therefore predicts shear thinning, which the law with constant parameters cannot show. It has no solution once the drag exceeds the contact force $\kappa\times384\,kT$, at about $5\times10^4\ \text{s}^{-1}$ in the tenfold slurry. Under a polishing pad, a speed of 1 m/s across a liquid film of tens of micrometres gives more than $10^4\ \text{s}^{-1}$, where the gap has shrunk to a few nanometres or less, the double-layer correction is small, and the estimate is near or past its limit.

The weak-overlap formula was tested against the nonlinear Poisson-Boltzmann pressure at fixed wall potential, with the same sphere construction. Relative to the formula, the nonlinear energy was 0.3% lower at 18.1 nm and 8.4% lower at 5.5 nm. Replacing a soft repulsion by a hard shell is the rougher step. Van der Waals attraction is also left out. It would lower the energy at each gap and so bring the thermal contact distance inward; within this criterion, 18 nm is an upper estimate. The attraction is not negligible. For a silica-like Hamaker constant of $0.5$–$0.85\times10^{-20}$ J it is about 0.3–1.6 $kT$ at 18 nm, depending on retardation, and moves the gap to 15–17 nm and the target to about 0.44. For a constant near $4\times10^{-20}$ J it opens a secondary minimum 1 to 7 $kT$ deep, and weak flocculation there would raise the viscosity instead.

**Smaller particles.** The relative reduction in solids is about $3h/2a$ when $h\ll a$, so the effect grows as particles shrink. Since $n_0kT/\kappa^2=\varepsilon(kT/e)^2/2$, the energy prefactor is proportional to $a$ and independent of salt at fixed $\zeta$; the thermal gap then scales as $n_0^{-1/2}$. For a diameter of 50 nm, with $\zeta$ and salt unchanged, the prefactor is 38 $kT$ and $h=3.04\ln38.4=11$ nm. The target becomes roughly $0.484/(1+11/50)^3=0.27$. The radius is now only about eight Debye lengths, so the sphere construction is less accurate. The particles' own counterions, neglected here, are also no longer few beside 10 mM of salt; a rough count gives several mM, whose added screening shortens the gap to about 9 nm and raises the target to about 0.29. Surface charge has nevertheless changed from a correction into a leading effect.

**Aggregation.** Clusters trap water that no longer flows freely. Let a share $f$ of the solids sit in clusters whose internal solids fraction is $c$. The loose particles occupy $\phi(1-f)$ and the clusters $\phi f/c$, so

$$\phi_{\rm eff}=\phi\left(1-f+\frac fc\right).$$

For $f=c=0.5$ the factor is 1.5, and the tenfold viscosity arrives at $0.484/1.5=0.323$. If all the solids were in such clusters, the factor would be 2 and the target 0.24. These figures treat clusters as rigid spheres with the same $\phi_m$, and omit the double-layer correction. They measure the consequence of aggregation; they do not predict whether this slurry aggregates.

**Small electrical and inertial losses.** Shear also drags the mobile charge of the double layer. Its charge per area is of order $\varepsilon\zeta\kappa$ and its speed of order $\dot\gamma/\kappa$, giving a surface current $\varepsilon\zeta\dot\gamma$ per unit width. If this returns through liquid of depth $a$, the current density is $\varepsilon\zeta\dot\gamma/a$. Dividing its heating by the viscous heating $\eta_w\dot\gamma^2$ gives

$$\frac{(\varepsilon\zeta)^2}{\sigma\eta_wa^2}\sim9\times10^{-5},$$

where $\sigma=2n_0e^2D/kT=1.5$ mS/cm for an ion diffusivity $D=2\times10^{-5}$ cm²/s. Charge thus matters here through the distance it keeps between particles, far more than through this electrical dissipation. The particle Reynolds number $\rho_w\dot\gamma a^2/\eta_w$, with $\rho_w$ the density of water, is $7\times10^{-6}$, which supports the neglect of inertia.

## Reading the estimate beside a real slurry

Polishing slurries are commonly far more dilute than 67 wt%; a rough range is a few to a few tens of weight percent. The target is better read as a limit for a concentrate than as a working composition. The 500 nm diameter is also coarse beside many colloidal abrasives, which are often nearer 100 nm or below. Real grains may be irregular, charged or clustered, and these departures break the assumption of bare, dispersed spheres. In the separate cases above they move the target from 0.48 to 0.41 for $q=3.5$, to 0.44 for thermal double-layer contact, and to 0.32 for half-clustered solids. For a particular slurry, a curve of viscosity against solids fraction, measured at the shear rate of use, would fix the effective $q$ and $\phi_m$ better than assumed values can. The numerical output below lists the inputs and intermediate values.

## Values computed for the example and the checks

```
Intrinsic viscosity from surface traction: 2.500000
Maximum packing fraction: 0.63
Target viscosity ratio: 10
Dilute-law solids fraction (impossible): 3.60
Exponent q*phi_m: 1.575
Free share 1-phi/phi_m at target: 0.2318
Solids volume fraction, formula: 0.4840
Solids volume fraction, explicit product: 0.4840
Slope d ln(eta)/d phi at target: 10.79
Viscosity ratio with 0.01 more solids: 11.18
Viscosity ratio at phi=0.10: 1.31
Viscosity ratio at phi=0.30: 2.77
Viscosity ratio at phi=0.40: 4.89
Viscosity ratio at phi=0.50: 12.01
Viscosity ratio at phi=0.55: 25.80
Target solids if phi_m=0.58: 0.461
Target solids if phi_m=0.71: 0.516
Target solids if q=3.5: 0.408
Target solids if exponent=2 (Maron-Pierce): 0.431
Particle diameter: 500 nm
Solid density: 2.2 g/cm3
Water density: 0.997 g/cm3
Solids by weight at target: 67.4 wt%
Temperature: 298.15 K
Water viscosity: 0.89 mPa s
Slurry viscosity at target: 8.9 mPa s
Relative permittivity of water: 78.4
Zeta potential magnitude: 40 mV
Monovalent salt: 10 mM
Debye length: 3.04 nm
Radius over Debye length: 82.2
gamma=tanh(e zeta/4kT): 0.3707
Repulsion prefactor: 384 kT
Shear rate: 100 1/s
Shear work in water (Peclet number): 6.37 kT
Shear work in target slurry: 63.7 kT
Closest gap, repulsion=kT: 18.1 nm
Closest gap, repulsion=slurry shear work: 5.5 nm
Nonlinear energy relative to formula, wide gap: -0.3 %
Nonlinear energy relative to formula, narrow gap: -8.4 %
Target solids with double layers, slow flow: 0.435
Target solids with double layers, sheared: 0.468
Clustered share of solids: 0.50
Solids fraction inside clusters: 0.50
Effective-volume factor from clusters: 1.50
Target solids with clusters: 0.323
Ion diffusivity: 2.0e-05 cm2/s
Salt-water conductivity: 1.50 mS/cm
Electroviscous loss over viscous loss (order): 9.2e-05
Particle Reynolds number: 7.0e-06
```
